What polynomial preconditioning can and cannot save in conjugate gradients

Q: I have stopped considering polynomial preconditioners as a way to save matrix-vector products. The iterates stay in the same Krylov space, so they cannot need fewer products than unrestarted conjugate gradients. All one saves is inner products and storage.

A: Part of that is right, but your reason is incomplete. Steepest descent also stays in the Krylov space, and so does any method that combines b, Ab, A²b and so on. Sharing a space does not tell you which method uses it best. What does conjugate gradients do with the space that the others don't?

Q: It minimizes the error.

A: In one particular norm, and that will matter. Let A be real, symmetric and positive definite, let x* solve Ax = b, and start from x₀ = 0. Define

K_m = span{b, Ab, …, A^(m−1)b},  ‖e‖_A² = eᵀAe.

Assume exact arithmetic for now. Conjugate gradients, CG, starts with r₀ = p₀ = b and repeats

x_{j+1} = x_j + α_j p_j,  r_{j+1} = r_j − α_j A p_j,  α_j = r_jᵀr_j / p_jᵀAp_j,

p_{j+1} = r_{j+1} + β_j p_j,  β_j = r_{j+1}ᵀr_{j+1} / r_jᵀr_j,

until the residual r = b − Ax vanishes. The property we need is that r_m is orthogonal to K_m.

Q: Can you show that from the recurrences?

A: By induction. Suppose the residuals up to r_j are mutually orthogonal, and p_iᵀAp_l = 0 for different i, l up to j. Since r_i = p_i − β_{i−1}p_{i−1} (and r₀ = p₀), we have r_iᵀAp_j = 0 for i < j, and r_jᵀAp_j = p_jᵀAp_j. Therefore

r_iᵀr_{j+1} = r_iᵀr_j − α_j r_iᵀAp_j = 0 for i < j,

r_jᵀr_{j+1} = r_jᵀr_j − α_j p_jᵀAp_j = 0, by the choice of α_j.

For the directions, use Ap_i = (r_i − r_{i+1})/α_i. If i < j, then r_{j+1}ᵀAp_i = 0 and p_jᵀAp_i = 0, so p_{j+1}ᵀAp_i = 0. If i = j,

p_{j+1}ᵀAp_j = −r_{j+1}ᵀr_{j+1}/α_j + β_j p_jᵀAp_j = −r_{j+1}ᵀr_{j+1}/α_j + β_j r_jᵀr_j/α_j = 0,

by the choice of β_j. The induction is complete. The recurrences also place r_j and p_j in K_{j+1}, since r₀ = p₀ = b and each step applies A once to p_j. So x_m, a combination of p₀, …, p_{m−1}, lies in K_m. The m nonzero orthogonal vectors r₀, …, r_{m−1} lie in K_m, whose dimension is at most m, so they span it. Hence r_m is orthogonal to K_m.

Now take any y in K_m and split x* − y = (x* − x_m) + (x_m − y). Since A(x* − x_m) = r_m,

‖x* − y‖_A² = ‖x* − x_m‖_A² + 2(x_m − y)ᵀr_m + ‖x_m − y‖_A².

The middle term vanishes because x_m − y lies in K_m. What remains is

‖x* − y‖_A² = ‖x* − x_m‖_A² + ‖x_m − y‖_A² ≥ ‖x* − x_m‖_A².

This is the missing half of your argument.

Q: Then I need to know which space the preconditioned iterates occupy, and what they cost.

A: Take a fixed polynomial s of degree d − 1, positive on the eigenvalues of A, and write S = s(A). Preconditioned CG forms z = Sr, replaces rᵀr by rᵀz in α and β, and builds p from z instead of r. This is ordinary CG in the variable y = S^(−1/2)x, for the system

By = S^(1/2)b,  B = S^(1/2)AS^(1/2) = A s(A).

The second form of B holds because functions of A commute. The transformed residual is S^(1/2)r, whose squared length is rᵀSr = rᵀz, as the modified coefficients require. After k steps, y_k = q(B)S^(1/2)b with q of degree at most k − 1. Multiplying by S^(1/2) gives

x_k = s(A) q(A s(A)) b.

A s(A) has degree d in A, so the total degree is at most (d − 1) + (k − 1)d = kd − 1. Thus x_k lies in K_{kd}.

For the cost, each outer step spends d − 1 products on s(A)r and one on Ap. That makes kd products for k steps; the residual is updated from Ap and needs no further product. Setting m = kd in the optimality result,

‖x* − x_k^poly‖_A ≥ ‖x* − x_{kd}^CG‖_A.

If CG has already terminated, the right side is zero and the inequality still holds. So, in exact arithmetic, no preconditioner of this kind reaches a given A-norm error with fewer products than unrestarted CG. Any products spent on estimating the spectrum for s come on top.

Q: Can it at least tie?

A: Yes. Suppose s(A)b happens to equal the CG iterate x_d. The first preconditioned direction is then z = x_d, with step length α = bᵀz/zᵀAz. Since b − Az = r_d is orthogonal to K_d, which contains z, we have bᵀz = zᵀAz and α = 1. The first outer step returns x_d. One condition remains: this s is fixed by b and need not be positive on the eigenvalues, so it need not belong to our class. It does belong when d is the number of distinct eigenvalues and b has a component at each of them. Then x_d = x*, and s equals 1/λ > 0 at every eigenvalue. The numerical check, on the oscillator matrix introduced below with d = 4, gives α = 1.0000000000; it tests the step length only, not the sign of s, and finding that polynomial for this b meant running CG first.

Q: Here is what still bothers me. A good polynomial reduces the condition number enormously. Surely that has to show up as fewer products?

A: It shows up as fewer outer steps in the convergence bound. Let us see what happens to the products. Let the spectrum lie in an interval with centre θ and half-width δ, whose ends are the extreme eigenvalues, and define η > 0 by cosh η = θ/δ. The condition number κ is the ratio of the ends, so

κ = (θ + δ)/(θ − δ) = (cosh η + 1)/(cosh η − 1) = coth²(η/2),

where the last step uses cosh η + 1 = 2cosh²(η/2) and cosh η − 1 = 2sinh²(η/2).

An element of K_N is g(A)b = g(A)Ax*, so its error is P(A)x* with P(λ) = 1 − λg(λ). This P has degree at most N and P(0) = 1; conversely, every such P is available. Expanding x* in eigenvectors of A shows that the relative A-norm error is at most the largest |P(λ)| on the spectrum. Choose

P(λ) = T_N((θ − λ)/δ) / T_N(θ/δ).

The Chebyshev polynomial T_N satisfies |T_N(t)| ≤ 1 for |t| ≤ 1, and T_N(cosh η) = cosh(Nη). CG does at least as well as this choice, so

‖x* − x_N‖_A / ‖x*‖_A ≤ 1/cosh(Nη).

Q: And with the polynomial preconditioner?

A: Use the Chebyshev polynomial of degree d to define s:

λs(λ) = 1 − T_d((θ − λ)/δ) / cosh(dη).

The right side vanishes at λ = 0, so dividing by λ leaves a polynomial of degree d − 1. On the interval the fraction has magnitude at most 1/cosh(dη) < 1, so s is positive there. The eigenvalues of B = A s(A) therefore lie between 1 − 1/cosh(dη) and 1 + 1/cosh(dη). The centre of this new interval divided by its half-width is cosh(dη), which means that η has been replaced by dη. The condition number is bounded by

κ_d = coth²(dη/2).

When dη is small, coth(dη/2) ≈ 2/(dη), so √κ_d ≈ √κ/d. The error bound for k outer steps becomes

1/cosh(k · dη) = 1/cosh((kd)η).

The error norm is unchanged by the transformation, because the y-error is S^(−1/2)e and its B-norm squared is eᵀAe.

Q: So the bound depends on kd alone.

A: Yes. The smaller condition number reduces the number of outer steps in the bound, and the price of each step cancels the gain in products.

Q: I would like to see that in an actual calculation.

A: Take a harmonic oscillator in Hartree atomic units, H = −½d²/dx² + ½x², on 400 grid points spaced by 0.1 bohr, with the three-point formula for the second derivative. We solve Hx = b for a random b; here the unknown x is the vector of grid values, not the coordinate. The squared A-norm of the error is then the unnormalized expectation value of H in the error vector.

The extreme eigenvalues are 0.49969 and 387.491 hartree, so κ = 387.491/0.49969 ≈ 775.5. The Chebyshev polynomials are given these extremes free of charge. The target is an A-norm error of 10⁻⁸ relative to the A-norm of the solution.

CG: κ = 775.5, 108 products, 216 inner products.
d = 2: κ = 194.37, 57 outer steps, 114 products, 114 inner products.
d = 4: κ = 49.09, 62 outer steps, 248 products, 124 inner products.
d = 8: κ = 12.78, 32 outer steps, 256 products, 64 inner products.
d = 16: κ = 3.71, 16 outer steps, 256 products, 32 inner products.

Q: The condition number falls by a factor of two hundred, and the number of products more than doubles!

A: Compare with the bound. From √κ = 27.85 we get η = 2 artanh(1/27.85) ≈ 0.0718. The bound reaches 10⁻⁸ when cosh(Nη) = 10⁸, that is, when Nη ≈ ln(2 × 10⁸) ≈ 19.11. This gives N ≈ 266 products, whatever d is, apart from rounding up to whole outer steps. The runs with d = 4, 8 and 16 come close to that figure. CG needs far fewer.

Q: Why is CG so far below its own bound?

A: The bound uses only the ends of the spectrum. CG minimizes over all admissible polynomials P for the actual eigenvalues and the actual b, so it can exploit whatever structure is there. A Chebyshev preconditioner fixes part of the polynomial in advance, using the interval alone. The run with d = 2 still does nearly as well as CG, while d = 4 needs more outer steps than d = 2 despite its smaller condition number. I have not isolated the spectral feature behind that difference. It does show that the condition number by itself does not fix the step count.

At a common budget of 96 products, the relative A-norm errors are 4.7 × 10⁻⁷ for CG (double precision with reorthogonalized residuals; 60-digit arithmetic gives 2.5 × 10⁻⁷), 1.8 × 10⁻⁶ for d = 2, 7.0 × 10⁻⁴ for d = 4, 9.1 × 10⁻⁴ for d = 8 and 1.1 × 10⁻³ for d = 16. CG has the smallest, as the theorem requires.

Q: The inner products do go down, at least. I was right about that.

A: You were. Each outer step uses two, one for α and one for β, so k steps use 2k where CG with the same number of products uses 2kd. Whether this pays depends on the relative costs. Going from CG to d = 2 here adds 114 − 108 = 6 products and removes 216 − 114 = 102 inner products. If vector updates are neglected, that saves time when an inner product costs more than 6/102 ≈ 0.06 of a matrix-vector product. For d = 16 the exchange is 148 extra products for 184 fewer inner products, and the threshold rises to 148/184 ≈ 0.8. These counts leave out the stopping test: the runs stop on the A-norm error, computed from the known solution. A test on ‖r‖ is free in CG, which already forms rᵀr, but costs the preconditioned method a third inner product per outer step, since it forms rᵀz instead. Stopping at a relative residual of 10⁻⁸ raises the two thresholds to about 0.13 and 1.0. Inner products can be relatively expensive on a parallel machine, because each needs a sum over all processors.

Q: And storage?

A: Count the vectors. CG keeps x, r, p and Ap, which is four. Its recurrences are short, so there is no growing basis to shrink. The Chebyshev version as programmed here also keeps z, the current inner correction and an inner residual, which makes seven if the space for Ap is reused. Against CG, storage does not go down, and in this implementation it goes up.

Your statement about storage fits a method such as GMRES, which orthogonalizes each new basis vector against all earlier ones and must keep them. There, k outer steps store k + 1 basis vectors, where kd unpreconditioned steps would store kd + 1.

Q: You said the norm would matter. My code stops on the Euclidean norm of the residual. Does the theorem cover that?

A: No. Since e = A⁻¹r, the quantity CG minimizes is

‖e‖_A² = rᵀA⁻¹r.

A residual component along an eigenvector is weighted by 1/λ, so a large component at large λ adds little to the A-norm error but counts fully in the residual norm. Try A = diag(1, 10, 100), b = (1, 0.1, 0.003) and s(λ) = 110 − λ, so that d = 2. One outer step costs two products:

z = s(A)b = (109, 10, 0.03),

bᵀz = 109 + 1 + 0.00009 ≈ 110.000,

zᵀAz = 11881 + 1000 + 0.09 = 12881.09,

α = 110.000/12881.09 ≈ 0.00854.

The residual is b − αAz ≈ (0.069, −0.754, −0.023), with norm 0.757. Relative to ‖b‖ = 1.005, this is 0.754.

Q: And CG after two products?

A: Its relative residuals after one and two products are 0.861 and 1.286. If the stopping threshold is 0.8, the polynomial method stops after two products and CG after three. Yet after two products the relative A-norm error is 0.181 for CG and 0.248 for the polynomial method. The theorem is intact; the stopping test asks a different question. The win is over CG only. The element of K_m with the smallest residual norm, which MINRES or unrestarted GMRES finds with m products, has relative residual 0.653 after one product and 0.582 after two. Since x_k lies in K_{kd}, the polynomial method cannot beat that method in the residual norm.

Q: You also keep saying "unrestarted".

A: Because a restart throws away the optimality over the whole space. Suppose we discard the search direction every ten outer steps. Each cycle then begins afresh from the current residual, and the bound applies to the cycle alone. Without a polynomial, a cycle is guaranteed to reduce the error by a factor cosh(10η) = cosh(0.718) ≈ 1.27. Since ln 10⁸/ln 1.27 is slightly above 77, we round up: 78 cycles, or 780 products, suffice. With d = 8, a cycle covers 80 products and is guaranteed a factor cosh(80η) = cosh(5.75) ≈ 157, so four cycles, or 320 products, suffice.

The oscillator runs needed 726 products without the polynomial and 272 with it. Here the polynomial saves products, because it lengthens the stretch of Krylov space covered between restarts. The saving is relative to a cycle fixed at ten outer steps: CG without a polynomial, restarted every 80 products, needs only about 130. The restarted polynomial run still cannot beat exact unrestarted CG, since its iterates remain in the same Krylov space; 272 is well above 108.

Q: What about rounding? My computer does not run exact CG.

A: Then the theorem compares your polynomial run with a CG run you do not have. In the oscillator problem the difference is small: CG in double precision needs 108 products, with or without explicit reorthogonalization of its residuals, and CG in 60-digit arithmetic needs 105. For other matrices the difference can be large. Take the dimensionless diagonal matrix with

λ_i = 0.1 + [(i − 1)/29] · 999.9 · 0.8^(30−i),  i = 1, …, 30,

and every component of b equal to 1. To reach a relative A-norm error of 10⁻¹⁰, CG in 100-digit arithmetic takes 30 products, and CG in double precision takes 62. Only the arithmetic differs, so rounding causes the delay.

Q: So a polynomial method that needed, say, 45 products would beat the CG I can run, without contradicting the theorem?

A: It would. The theorem does not exclude it, and it does not promise that such a polynomial can be found or applied stably. The one I tried, Chebyshev with d = 4 in double precision, took 160 products, so it gained nothing here.

Q: Then let me restate my position. In exact arithmetic, a fixed positive polynomial preconditioner cannot reach a given A-norm error with fewer products than unrestarted CG, because CG is optimal in the space they share. It can save inner products, but against CG it saves no storage.

A: I agree with that version. If your run restarts, stops on the residual norm, or suffers visibly from rounding, count the products for that run before ruling the polynomial out.

Numbers as computed

```
grid points 400, spacing 0.1 bohr
lowest eigenvalue of H  0.49969 hartree
highest eigenvalue of H 387.491 hartree
condition number of H   775.5
target relative A-norm error 1e-08
reorthogonalized CG: products 108
plain CG: products 108, inner products 216
reorthogonalized CG: error at 96 products 4.742e-07
d=2: kappa 194.37, outer steps 57, products 114, inner products 114
d=2: error at 96 products 1.754e-06
d=4: kappa 49.09, outer steps 62, products 248, inner products 124
d=4: error at 96 products 7.017e-04
d=8: kappa 12.78, outer steps 32, products 256, inner products 64
d=8: error at 96 products 9.123e-04
d=16: kappa 3.71, outer steps 16, products 256, inner products 32
d=16: error at 96 products 1.118e-03
equality case: first step length 1.0000000000
restart every 10 outer steps, d=1: products 726
restart every 10 outer steps, d=8: products 272
3x3 case, CG relative residuals after 1, 2 products: 0.8612, 1.2859
3x3 case, polynomial relative residual after 2 products: 0.7537
3x3 case, relative A-norm errors after 2 products: CG 0.1810, polynomial 0.2481
3x3 case, products to relative residual 0.8: CG 3, polynomial 2
rounding case: size 30, eigenvalues 0.1 to 1000, ratio parameter 0.8, target error 1e-10
rounding case: products, CG with 100 digits 30
rounding case: products, CG in double precision 62
rounding case: products, Chebyshev d=4 in double precision 160
```
